# Opposite exchange shifts and a single inverted Qi-Wu-Zhang block

## Question

I am stuck on this exercise. Two Qi-Wu-Zhang blocks are time-reversed partners, both with mass parameter $-2.2$. Opposite exchange shifts of $0.5$ are applied. I have to show that this inverts only one block and that the total Chern number has magnitude one.

I tried adding a spin splitting, $+0.5$ for spin up and $-0.5$ for spin down. The bands move, but their eigenvectors do not change, so nothing can be inverted. I also know that time-reversed partners have opposite Chern numbers, so I would expect the total to cancel. What is shifted here, why is there no cancellation, and does the result have anything to do with a real magnetic film?

## Answer

### What the shift has to be

Let $t$ be the hopping energy and $a$ the lattice length. I measure energies in $t$ and wave vectors in $1/a$, with $\hbar=e=1$. The numbers $-2.2$ and $0.5$ are multiples of $t$; a mass means nothing here without a hopping to compare it with. The spin-up block is

$$h(\mathbf k)=\sin k_x\,\sigma_x+\sin k_y\,\sigma_y+M\sigma_z,\qquad M=u+\cos k_x+\cos k_y,$$

with $u=-2.2$. The matrices $\sigma_i$ act on two orbitals. The time-reversed partner is $h^*(-\mathbf k)$. Conjugation changes the sign of $\sigma_y$ alone, and $\mathbf k\to-\mathbf k$ changes the sign of both sines, so

$$h^*(-\mathbf k)=-\sin k_x\,\sigma_x+\sin k_y\,\sigma_y+M\sigma_z .$$

Your splitting is $g\,s_z$ times the orbital identity, where $s_z=\pm1$ labels the blocks. As you found, it leaves the eigenvectors alone. With $g=0.5$ it lifts the top of the spin-up valence band from $-0.2$ to $0.3$ and lowers the bottom of the spin-down conduction band from $0.2$ to $-0.3$. The bands then overlap by $0.6$, and the system is a metal.

The shift that can invert a block has opposite signs on the two orbitals as well: $g\,s_z\sigma_z$. It adds to the mass,

$$H_g(\mathbf k)=\begin{pmatrix}h(\mathbf k)+g\sigma_z&0\\0&h^*(-\mathbf k)-g\sigma_z\end{pmatrix},$$

so the mass parameters become $u+g=-1.7$ and $u-g=-2.7$.

This term also removes the reason for cancellation. Time reversal conjugates the matrix, reverses $\mathbf k$ and exchanges the blocks. The first two operations turn $H_g$ into $\mathrm{diag}(h^*(-\mathbf k)+g\sigma_z,\;h(\mathbf k)-g\sigma_z)$, and the exchange gives $\mathrm{diag}(h(\mathbf k)-g\sigma_z,\;h^*(-\mathbf k)+g\sigma_z)=H_{-g}(\mathbf k)$. The blocks are therefore partners at $g=0$ but not at $g\neq0$.

### Where a gap can close

Write each block as $\mathbf d\cdot\boldsymbol\sigma$, with energies $\pm|\mathbf d|$. With $p=\cos k_x$ and $q=\cos k_y$,

$$|\mathbf d|^2=(1-p^2)+(1-q^2)+(u+p+q)^2=2+u^2+2u(p+q)+2pq .$$

The squares of $p$ and $q$ have cancelled. The result is linear in $p$ at fixed $q$ and linear in $q$ at fixed $p$, so its minimum over the square $|p|,|q|\le1$ lies at a corner. The corner values are $(u+2)^2$, $u^2$ (twice) and $(u-2)^2$. The gap is therefore

$$E_{\rm gap}=2\min\left(|u+2|,\,|u|,\,|u-2|\right).$$

It is $0.4$ for $u=-2.2$, $0.6$ for $-1.7$ and $1.4$ for $-2.7$. It vanishes at $u=-2,0,2$ and nowhere else. As $g$ grows from $0$ to $0.5$, the first mass parameter crosses $-2$ at $g=0.2$, while the second moves away from $-2$. One block passes through a gap closing and the other does not.

### The Chern numbers

A closing permits a change of Chern number but does not prove one. For the occupied lower band $|\psi\rangle$ define

$$\mathbf A=i\langle \psi|\nabla_{\mathbf k}\psi\rangle,\qquad \Omega=\partial_xA_y-\partial_yA_x,\qquad C=\frac1{2\pi}\int\Omega\,d^2k .$$

An unnormalized lower-band spinor is

$$w_1=\begin{pmatrix}d_z-|\mathbf d|\\ d_x+id_y\end{pmatrix}.$$

To check it, take the upper component of $(\mathbf d\cdot\boldsymbol\sigma)w_1$. It is $d_z^2-d_z|\mathbf d|+d_x^2+d_y^2=|\mathbf d|^2-d_z|\mathbf d|=-|\mathbf d|(d_z-|\mathbf d|)$. The lower one is $(d_x+id_y)(d_z-|\mathbf d|-d_z)=-|\mathbf d|(d_x+id_y)$. The eigenvalue is $-|\mathbf d|$, as required. This spinor vanishes, and so cannot be normalized, only where $d_x=d_y=0$ and $d_z>0$.

The points with $d_x=d_y=0$ are the four with $k_x,k_y\in\{0,\pi\}$. There $d_z=M$ takes these values:

| mass parameter | $(0,0)$ | $(\pi,0)$ and $(0,\pi)$ | $(\pi,\pi)$ |
|---|---|---|---|
| $-2.7$ | $-0.7$ | $-2.7$ | $-4.7$ |
| $-1.7$ | $+0.3$ | $-1.7$ | $-3.7$ |

**Mass parameter $-2.7$.** No entry is positive, so the normalized $w_1$ is smooth and periodic over the whole zone, and so is $\mathbf A$. The integral of $\partial_xA_y$ over a period in $k_x$ is zero, and likewise for $\partial_yA_x$ in $k_y$. Hence $C=0$.

**Mass parameter $-1.7$.** The spinor $w_1$ fails at $\Gamma=(0,0)$. Inside a small disc around $\Gamma$ use instead

$$w_2=\begin{pmatrix}-(d_x-id_y)\\ d_z+|\mathbf d|\end{pmatrix},$$

which is regular wherever $d_z>0$. It belongs to the same band: the upper component of $(\mathbf d\cdot\boldsymbol\sigma)w_2$ is $(d_x-id_y)(-d_z+d_z+|\mathbf d|)=-|\mathbf d|\,[-(d_x-id_y)]$, and the lower one is $-(d_x^2+d_y^2)-d_z^2-d_z|\mathbf d|=-|\mathbf d|(d_z+|\mathbf d|)$.

Set $d_x+id_y=\rho e^{i\varphi}$. Then $e^{i\varphi}w_2=(-\rho,\;(d_z+|\mathbf d|)e^{i\varphi})$ and $w_1=(-(|\mathbf d|-d_z),\;\rho e^{i\varphi})$. These are proportional with a positive factor, because $\rho^2=(|\mathbf d|-d_z)(|\mathbf d|+d_z)$. After normalization $\psi_1=e^{i\varphi}\psi_2$, so

$$\mathbf A_1=i\langle\psi_2|\nabla\psi_2\rangle+i(i\nabla\varphi)=\mathbf A_2-\nabla\varphi .$$

Apply Stokes' theorem on the two regions. The zone has no outer edge, since it is periodic, so the region outside the disc is bounded by the circle run clockwise. It contributes $-\oint\mathbf A_1\cdot d\mathbf k$, with the integral taken counterclockwise. The disc contributes $+\oint\mathbf A_2\cdot d\mathbf k$. Therefore

$$C=\frac1{2\pi}\oint(\mathbf A_2-\mathbf A_1)\cdot d\mathbf k=\frac1{2\pi}\oint\nabla\varphi\cdot d\mathbf k=+1,$$

because $d_x+id_y\approx k_x+ik_y$ near $\Gamma$, and its phase turns once.

The same argument covers every gapped $u$. Near one of the four points, $d_x$ and $d_y$ are proportional to the displacements with factors $\cos k_x$ and $\cos k_y$, so the phase winds by the sign $\cos k_x\cos k_y$. Hence

$$C(u)=\sum_{M>0}\cos k_x\cos k_y=\begin{cases}0&|u|>2\\ +1&-2<u<0\\ -1&0<u<2.\end{cases}$$

For $0<u<2$ the sum is $1-1-1$, and for $u>2$ it is $1-1-1+1$.

The partner block has $d_x$ reversed. Its phase winds the other way, so at equal mass its Chern number is $-C$. The two filled bands together give

$$C_{\rm tot}=C(u+g)-C(u-g)=C(-1.7)-C(-2.7)=1-0=1 .$$

Your cancellation is the case $g=0$, where the two terms are equal. Reversing the exchange gives $C(-2.7)-C(-1.7)=-1$, which is why the exercise asks for the magnitude. As an independent check, I diagonalized the four-band matrix on a $48\times48$ mesh and summed the phases of the overlaps around each cell. This gave $+1$ for $g=0.5$ and $-1$ for $g=-0.5$.

The value $+1$ holds for $0.2<g<2.2$. At the upper end $u+g$ passes through zero, and the Chern number of the first block changes to $-1$.

### What the integer does

Let a weak field drive the wave vector at rate $\dot k_x$. To first order the lower state acquires an upper-state amplitude $c$. Projecting $i\partial_t\psi=H\psi$ on the upper state $|+\rangle$ gives $E_-c+i\dot k_x\langle+|\partial_x-\rangle=E_+c$, so

$$c=\frac{i\dot k_x\langle+|\partial_x-\rangle}{E_+-E_-}.$$

Differentiating $H|+\rangle=E_+|+\rangle$ gives $\langle-|\partial_yH|+\rangle=-(E_+-E_-)\langle\partial_y-|+\rangle$. The extra velocity is

$$v_y=2\,\mathrm{Re}\left[c\,\langle-|\partial_yH|+\rangle\right]=2\dot k_x\,\mathrm{Im}\langle\partial_y-|\partial_x-\rangle=\dot k_x\Omega .$$

The ordinary velocity $\partial_yE_-$ integrates to zero over a filled band. For charge $-1$, $\dot k_x=-\mathcal E_x$ and the current is minus the velocity, so $j_y=\mathcal E_x\int\Omega\,d^2k/(2\pi)^2=C\mathcal E_x/2\pi$. In ordinary units the Hall conductance has magnitude $|C|e^2/h=38.7\ \mu\mathrm S$.

The inverted block also carries an edge mode. Cut the crystal so that cells $n=1,2,\dots$ remain along $x$. The hopping matrix that multiplies $\psi_{n+1}$ is $T=(\sigma_z-i\sigma_x)/2$, since $Te^{ik_x}+T^\dagger e^{-ik_x}=\cos k_x\,\sigma_z+\sin k_x\,\sigma_x$. Try $\psi_n=\lambda^n\chi$ with energy $\sin k_y$ and $\sigma_y\chi=\chi$. The remaining terms must cancel. Multiplying them by $\sigma_z$ and using $\sigma_z\sigma_x=i\sigma_y$ gives

$$\frac{\lambda+\lambda^{-1}}2+\frac{\lambda-\lambda^{-1}}2+m=0\quad\Rightarrow\quad\lambda=-m,\qquad m=u+g+\cos k_y .$$

The first cell has no left neighbour, which requires $T^\dagger\chi=0$. This holds because $T^\dagger=\sigma_z(1-\sigma_y)/2$. The mode decays into the crystal if $|m|<1$. At $k_y=0$ the inverted block has $\lambda=0.7$. In the other block $|m|$ would be at least $1.7$, so this solution does not decay. In strips 40 cells wide at $k_y=0.1$, the inverted block has two states inside its gap, at $\pm\sin0.1$, one for each edge. The other block has none.

### Why a magnet would shift the masses oppositely

A thin topological-insulator film has two surfaces, labelled by $\tau_z=\pm1$, coupled by tunnelling. Let $\sigma$ now be the real spin. A lattice model of the film, magnetized uniformly along its normal, is

$$H_{\rm film}=\tau_zQ+M\tau_x+g\sigma_z,\qquad Q=\sin k_y\,\sigma_x-\sin k_x\,\sigma_y .$$

The product $\tau_x\sigma_z$ commutes with every term; for the first, the two sign changes cancel. Its eigenvalue $\eta=\pm1$ labels two sectors, and in each of them $\tau_x=\eta\sigma_z$. Define $\Sigma_x=-\tau_z\sigma_y$ and $\Sigma_y=\tau_z\sigma_x$. Since $\Sigma_x\Sigma_y=-\sigma_y\sigma_x=i\sigma_z$, these two and $\sigma_z$ form a set of Pauli matrices, and

$$H_\eta=\sin k_x\,\Sigma_x+\sin k_y\,\Sigma_y+(\eta M+g)\sigma_z .$$

For $\eta=+1$ this is the first block, with mass $M+g$. For $\eta=-1$, the unitary transformation by $\Sigma_y$ reverses $\Sigma_x$ and $\sigma_z$. It gives $-\sin k_x\Sigma_x+\sin k_y\Sigma_y+(M-g)\sigma_z$, which is the partner block with the opposite shift. So the "spin" label of the exercise becomes the sector label $\eta$ here, and one uniform magnetization produces both shifts.

### Numbers for a film

I take $t=0.1$ eV and $a=30$ angstrom. Then $ta=3$ eV angstrom, a rough typical surface-state velocity parameter for the bismuth telluride family. Here $a$ is a coarse-graining length, not the crystal constant, and the lattice model represents the film only near $\Gamma$. The mass parameter is $-0.22$ eV and the exchange is $50$ meV. At $\Gamma$ the mass is $(-2.2+2)\times100=-20$ meV without exchange. It becomes $-20+50=+30$ meV in one block and $-20-50=-70$ meV in the other. The gaps are twice the magnitudes, $60$ and $140$ meV, and the exchange threshold is $20$ meV.

The edge amplitude at $k_y=0$ is multiplied by $0.7$ from one cell to the next, so its decay length is $30/\ln(1/0.7)=84$ angstrom, or $8.4$ nm. In a narrow channel the two edge modes overlap and split at $k_y=0$: by $2.9$ meV for a width of $30$ nm and by $0.0008$ meV for $99$ nm. The ratio agrees with $0.7^{23}\approx2.7\times10^{-4}$ for the 23 extra cells. These lengths and splittings depend on the choice of $a$, which sets how fast the mass changes with $k$. With $a=15$ angstrom, and with $ta$ and the masses at $\Gamma$ held fixed, the decay length is $9.2$ nm and the splittings are $4.3$ and $0.0024$ meV. Read them as orders of magnitude for a film.

**Surface potential.** A substrate or gate can add $V\tau_z$, which mixes the sectors. With $S=V+Q$, the surface blocks of the Hamiltonian are $S+g\sigma_z$ and $-S+g\sigma_z$, coupled by the number $M$. Hence $\det H=\det[(S+g\sigma_z)(-S+g\sigma_z)-M^2]$. Using $Q^2=s^2=\sin^2k_x+\sin^2k_y$ and $Q\sigma_z=-\sigma_zQ$, the bracket is

$$-(V^2+s^2+M^2-g^2)+2Q(g\sigma_z-V).$$

The last term is traceless with determinant $-4s^2(V^2-g^2)$, so

$$\det H=(V^2+s^2+M^2-g^2)^2-4s^2(V^2-g^2).$$

For $V<g$ neither part is negative, and a zero needs $s=0$ and $V^2+M^2=g^2$. With our numbers that happens at $\Gamma$ alone, at $V_c=\sqrt{0.5^2-0.2^2}\,t=45.8$ meV. Below $V_c$ no level crosses zero energy, so $C_{\rm tot}$ stays $1$. At $V=0.6t$, above $V_c$, the computed value is $0$. The potential difference $2V_c$ across a $5$ nm film corresponds to an internal field of $0.18$ MV/cm.

**Electron-hole asymmetry.** A term $D(2-\cos k_x-\cos k_y)$ times the identity leaves the eigenvectors and $C$ unchanged, but it can make the bands overlap. The global gap is still $60$ meV at $D=0.5t$. It is $10$ meV at $0.95t$ and $-20$ meV, an overlap, at $1.05t$. In these two cases the top of the valence band lies at the zone boundary: at $(\pi,0)$ and $(0,\pi)$, with energy $(2D-1.7t)=0.2t$, in the first, and at $(\pi,\pi)$, with energy $(4D-3.7t)=0.5t$, in the second. The lattice model does not represent the film there, so these two gaps illustrate the mechanism in the lattice model and are not estimates for a film.

**Warping.** With a rough coefficient of $250$ eV angstrom$^3$, the cubic hexagonal term at $k=0.01$ per angstrom, where $tak$ equals the $30$ meV mass, is $250\times10^{-6}$ eV $=0.25$ meV. It is small beside that mass.

**Temperature.** The two bands of a block have opposite curvature, so thermal occupation weights $\Omega$ by $f(-|\mathbf d|)-f(|\mathbf d|)=\tanh(|\mathbf d|/2k_BT)$ for a mid-gap chemical potential. With the exchange held fixed, the Hall response is $1.000$, $0.997$ and $0.83$ times $e^2/h$ at $4$, $77$ and $300$ K. The same change to $a=15$ angstrom raises the value at $300$ K to $0.86$.

The values at $77$ and $300$ K are not predictions for a device. The real counterpart is a chromium- or vanadium-doped (Bi,Sb)$_2$Te$_3$ film, where exchange energies of a few tens of meV are a rough typical scale. A $40$ meV tunnelling gap is large for a $5$ nm telluride film and suits a thinner one better. The assumption that fails first is a fixed, uniform exchange. Magnetic order in such films is lost at roughly tens of kelvin; then $g=0$ and the model's Chern number drops from $1$ to $0$. Disorder, which is not modelled here, makes the exchange and the chemical potential vary from place to place, and accurate quantization has needed temperatures of roughly $1$ K or below. The $60$ meV gap is therefore no guide to the working temperature. The numerical output below lists the main values used here.

## Computed values

```
mass parameter u = -2.2 t, exchange g = 0.5 t
hopping t = 0.10 eV, lattice length a = 30 angstrom
mass parameter = -0.22 eV, exchange = 0.050 eV
t*a = 3.00 eV angstrom, velocity = 4.56e+05 m/s
t*a^2/2 = 45.0 eV angstrom^2
shifted masses = -1.7 t and -2.7 t
mass at Gamma, no exchange = -20.0 meV
mass at Gamma, up = 30.0 meV
mass at Gamma, down = -70.0 meV
gap without exchange = 40.0 meV
gap of up block = 60.0 meV
gap of down block = 140.0 meV
Chern numbers: up = 1, down = 0, total = 1
total Chern number, exchange reversed = -1
total Chern number, two-surface film = 1
exchange threshold = 20.0 meV
upper end of the C=1 window = 220.0 meV
band overlap for rigid splitting g = 60.0 meV
e^2/h = 38.740 microsiemens
Hall response at 4 K = 1.0000 e^2/h
Hall response at 77 K = 0.9974 e^2/h
Hall response at 300 K = 0.8283 e^2/h
kT at 300 K = 25.85 meV
edge decay factor per cell at ky=0 = 0.70
edge amplitude decay length = 84.1 angstrom
edge splitting, width 30 nm = 2.89 meV
edge splitting, width 99 nm = 0.000789 meV
critical surface potential V = 45.8 meV
film thickness = 5.0 nm
critical internal field = 0.183 MV/cm
global gap with asymmetry D=0.5 t = 60.0 meV
global gap with asymmetry D=0.95 t = 10.0 meV
global gap with asymmetry D=1.05 t = -20.0 meV
rough warping coefficient = 250 eV angstrom^3
warping wave number = 0.010 1/angstrom
warping energy there = 0.25 meV
```
